# The Dirichlet problem in the muffin-tin sphere for Weinert's method

## The potential inside a sphere from its surface values

In a full-potential LAPW calculation the electron density has two representations. Between the atomic spheres it is a sum of plane waves; inside each sphere it is a sum of spherical harmonics with radial coefficients that vary rapidly near the nucleus. A plane-wave solution of Poisson's equation, cut off at wavelengths adequate for the region between the spheres, cannot resolve that variation. Weinert's method therefore replaces the charge in every sphere by a smooth pseudo-charge with the same multipole moments. For spheres that do not overlap, its potential is correct outside the spheres and on their surfaces, up to a constant common to the whole crystal, as shown below, but wrong inside them. The true density inside is known, and so is the true potential on the surface. The remaining question is how these two pieces of information determine the potential inside.

### The radial equation

Hartree atomic units are used. $V$ is the potential energy of an electron, electron number density counts as positive, and a nucleus of charge $Z$ counts as $-Z$. Then

$$\nabla^2 V(\mathbf r)=-4\pi\rho(\mathbf r). \tag{1}$$

The origin is the centre of a sphere of radius $R$. With orthonormal spherical harmonics,

$$\rho=\sum_{lm}\rho_{lm}(r)Y_{lm}(\hat{\mathbf r}),\qquad V=\sum_{lm}V_{lm}(r)Y_{lm}(\hat{\mathbf r}). \tag{2}$$

Here $\rho$ is the electron density, taken as bounded; a nucleus at the centre will be added as a point source. The angular part of $\nabla^2$ multiplies $Y_{lm}$ by $-l(l+1)/r^2$. Projecting (1) on $Y_{lm}$ and multiplying by $r^2$ gives

$$\mathcal L_rV_{lm}=-4\pi r^2\rho_{lm},\qquad \mathcal L_r f\equiv\frac{d}{dr}\!\left(r^2\frac{df}{dr}\right)-l(l+1)f. \tag{3}$$

The index $m$ does not occur in $\mathcal L_r$, so it is only a label. The surface value $V_{lm}(R)$ is given.

For $\rho_{lm}=0$ the trial function $r^p$ requires $p(p+1)=l(l+1)$, hence $p=l$ or $p=-l-1$. If two solutions of (3) are regular at the origin and share the same surface value, their difference is $c\,r^l$ and vanishes at $R$. Therefore $c=0$: the solution is unique.

### Construction of the Green function

Let $G_l(r,s)$ be the response at $r$ to a unit source on the shell of radius $s$:

$$\mathcal L_rG_l(r,s)=-4\pi\,\delta(r-s),\qquad G_l(R,s)=0, \tag{4}$$

with $G_l$ regular at $r=0$. Away from $r=s$ it is a homogeneous solution. Regularity selects $r^l$ below the source, and the surface condition selects a combination vanishing at $R$ above it:

$$G_l=\begin{cases}A\,r^l, & r<s,\\[2pt] B\left(r^{-l-1}-r^l/R^{2l+1}\right), & r>s.\end{cases} \tag{5}$$

$G_l$ is continuous at $r=s$, since a step would produce a derivative of a delta function in (4). Integrating (4) across $r=s$ gives $s^2$ times the slope jump on the left and $-4\pi$ on the right. The two conditions are

$$A s^l=B\left(s^{-l-1}-\frac{s^l}{R^{2l+1}}\right),\qquad \left.\partial_rG_l\right|_{s^+}-\left.\partial_rG_l\right|_{s^-}=-\frac{4\pi}{s^2}. \tag{6}$$

By the first condition the slope below the source is

$$lAs^{l-1}=B\left(l\,s^{-l-2}-\frac{l\,s^{l-1}}{R^{2l+1}}\right).$$

The slope above it is

$$B\left(-(l+1)s^{-l-2}-\frac{l\,s^{l-1}}{R^{2l+1}}\right).$$

In the difference the terms containing $R$ cancel, leaving $-(2l+1)B\,s^{-l-2}=-4\pi/s^2$. Hence

$$B=\frac{4\pi}{2l+1}s^l,\qquad A=\frac{4\pi}{2l+1}\left(s^{-l-1}-\frac{s^l}{R^{2l+1}}\right).$$

With $r_<$ and $r_>$ the smaller and larger of $r$ and $s$, both branches of (5) become

$$G_l(r,s)=\frac{4\pi}{2l+1}\,\frac{r_<^{\,l}}{r_>^{\,l+1}}\left[1-\left(\frac{r_>}{R}\right)^{2l+1}\right]. \tag{7}$$

It is symmetric in $r$ and $s$, so it obeys (4) in either variable.

### The surface term and the nucleus

Take a small radius $\epsilon<r$. In $G_l\mathcal L_sV_{lm}-V_{lm}\mathcal L_sG_l$ the terms with $l(l+1)$ cancel and the rest is a total derivative, so

$$\int_\epsilon^R\!\left(G_l\mathcal L_sV_{lm}-V_{lm}\mathcal L_sG_l\right)ds=\Big[s^2\left(G_l\,\partial_sV_{lm}-V_{lm}\,\partial_sG_l\right)\Big]_\epsilon^R. \tag{8}$$

By (3) and (4) the left side equals $-4\pi\int_\epsilon^R s^2G_l\rho_{lm}\,ds+4\pi V_{lm}(r)$.

At the upper limit $G_l=0$. For $s>r$, (7) gives

$$\left.\partial_sG_l\right|_{s=R}=\frac{4\pi r^l}{2l+1}\left[-(l+1)-l\right]R^{-l-2}=-\frac{4\pi r^l}{R^{l+2}}, \tag{9}$$

so the upper limit contributes $-R^2V_{lm}(R)\,\partial_sG_l|_R=4\pi(r/R)^lV_{lm}(R)$.

At the lower limit $G_l$ behaves as $\epsilon^l$, and for regular $V_{lm}$ the contribution vanishes as $\epsilon\to0$. A nucleus at the centre changes this for $l=0$. Since $Y_{00}=1/\sqrt{4\pi}$, the potential $-Z/r$ means $V_{00}\to-Z\sqrt{4\pi}/r$, and $\epsilon^2\partial_sV_{00}\to Z\sqrt{4\pi}$. For $s<r$, $G_0=4\pi(1/r-1/R)$ does not depend on $s$, so its derivative is zero. The lower limit enters (8) with a minus sign and contributes $-Z\sqrt{4\pi}\,4\pi(1/r-1/R)$.

Solving for $V_{lm}(r)$ and dividing by $4\pi$ gives

$$V_{lm}(r)=\int_0^R s^2G_l(r,s)\rho_{lm}(s)\,ds+\left(\frac rR\right)^{l}V_{lm}(R)-\delta_{l0}\,Z\sqrt{4\pi}\left(\frac1r-\frac1R\right). \tag{10}$$

This shows that a solution must have the form (10). Conversely, (10) is a solution. Applying $\mathcal L_r$ and using (4) returns $-4\pi r^2\rho_{lm}$, because $r^l$ and, for $l=0$, $1/r$ and a constant are homogeneous solutions. At $r=R$ the first and last terms vanish, leaving the prescribed value.

For computation the integral is split at $s=r$:

$$\begin{aligned}\int_0^R s^2G_l\rho_{lm}\,ds=\frac{4\pi}{2l+1}\Big\{&\Big[r^{-l-1}-\frac{r^l}{R^{2l+1}}\Big]\int_0^r s^{l+2}\rho_{lm}\,ds\\&+r^l\int_r^R\Big[s^{1-l}-\frac{s^{l+2}}{R^{2l+1}}\Big]\rho_{lm}\,ds\Big\}.\end{aligned} \tag{11}$$

For bounded $\rho_{lm}$ the first line is of order $r^2$ near the origin. The second tends to zero for $l\ge1$ and to a constant for $l=0$, so the electron part is regular.

A density $\rho_{lm}=r^l$ with zero surface value can be worked by hand. The first integral is $r^{2l+3}/(2l+3)$. The second is $(R^2-r^2)/2-(R^{2l+3}-r^{2l+3})/[(2l+3)R^{2l+1}]$. The terms in $r^{3l+3}$ cancel in the braces, leaving

$$r^l\left[\frac{r^2-R^2}{2l+3}+\frac{R^2-r^2}{2}\right]=\frac{(2l+1)\,r^l(R^2-r^2)}{2(2l+3)},\qquad V_{lm}=\frac{2\pi\,r^l(R^2-r^2)}{2l+3}. \tag{12}$$

For $l=2$, $R=2$ and $r=1$ this is $2\pi\cdot3/7=2.6928$ hartree, as numerical integration of (11) also gives.

### What the subtraction in $G_l$ represents

The addition theorem, $\sum_mY_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf s})=\frac{2l+1}{4\pi}P_l(\cos\gamma)$ with $\gamma$ the angle between $\mathbf r$ and $\mathbf s$, turns the sum over channels into

$$\sum_{lm}G_lY_{lm}Y^*_{lm}=\sum_l\frac{r_<^{\,l}}{r_>^{\,l+1}}P_l-\sum_l\frac{r^ls^l}{R^{2l+1}}P_l. \tag{13}$$

The first sum is $1/|\mathbf r-\mathbf s|$. With $s'=R^2/s$, which lies outside the sphere,

$$\frac{r^ls^l}{R^{2l+1}}=\frac Rs\,\frac{r^l}{s'^{\,l+1}}.$$

The second sum is therefore the potential at $\mathbf r$ of a charge $R/s$ at distance $s'$ in the direction of $\mathbf s$. The bracket in (7) supplies an image charge $-R/s$ that holds the surface at zero potential. The actual surface potential, including the influence of all charge outside, enters through the term $(r/R)^lV_{lm}(R)$.

When $R\to\infty$ at fixed $r$ and $s$, the bracket tends to one and (7) becomes the free-space kernel $\frac{4\pi}{2l+1}r_<^l/r_>^{l+1}$.

### The slope at the surface

Define the multipole moment of all charge in the sphere,

$$q_{lm}=\int_0^Rs^{l+2}\rho_{lm}(s)\,ds-\delta_{l0}\frac{Z}{\sqrt{4\pi}}. \tag{14}$$

Differentiate (11) at $r=R$. The first bracket vanishes there, so only its derivative, $-(2l+1)R^{-l-2}$, contributes. In the second line both the integral and its integrand vanish at $R$. The electron part thus has slope $-4\pi R^{-l-2}\int_0^Rs^{l+2}\rho_{lm}ds$. The nuclear term in (10) has slope $Z\sqrt{4\pi}/R^2$, which is $-4\pi/R^2$ times the nuclear moment in (14). Adding the slope of the surface term,

$$V'_{lm}(R^-)=\frac lR V_{lm}(R)-\frac{4\pi q_{lm}}{R^{l+2}}. \tag{15}$$

The surface value was prescribed but the slope was not. Formula (10) solves the sphere problem for any surface data; whether the slope joins the outside potential depends on whether those data are right.

### Why the pseudo-charge gives the right data

Let $\tilde\rho$ be a pseudo-charge with moments $\tilde q_{lm}$ that replaces the electrons and nucleus in one sphere. By the free-space kernel with $r>s$, the difference between pseudo and true charge produces outside that sphere

$$\delta V_{lm}(r)=\frac{4\pi}{2l+1}\,\frac{\delta q_{lm}}{r^{l+1}},\qquad \delta q_{lm}=\tilde q_{lm}-q_{lm},\qquad r\ge R. \tag{16}$$

If all moments agree, this vanishes on and outside the sphere. In a crystal the differences from all spheres are added, and each is zero outside its own sphere. This requires spheres that do not overlap; otherwise one surface would pass through a region where a neighbour's pseudo-potential is wrong. One constant remains open. A plane-wave solution that omits the zero wavevector sets the cell average of the potential to zero, and since the pseudo-potential differs from the true one inside the spheres, this can shift the potential outside them by a uniform constant $C$ that depends on the shape of the pseudo-charge. Such a constant adds $\sqrt{4\pi}\,C$ to $V_{00}(R)$, and (10) carries the shift unchanged to every $r$, since $(r/R)^0=1$. The whole crystal potential is then shifted by $C$, which only moves the zero of energy.

Suppose now that one moment in one sphere is wrong while the charge outside is kept fixed. The surface value shifts by $\delta V_{lm}(R)$, and by (10) the error inside is $(r/R)^l\,\delta V_{lm}(R)$. It decays towards the centre for $l>0$. Its slope at $R$ is $l\,\delta V_{lm}(R)/R$ inside and, from (16), $-(l+1)\,\delta V_{lm}(R)/R$ outside. The slope jump, outside minus inside, is

$$-\frac{2l+1}{R}\,\delta V_{lm}(R)=-\frac{4\pi\,\delta q_{lm}}{R^{l+2}}. \tag{17}$$

A surface charge $\sigma_{lm}\delta(r-R)$ makes a jump $-4\pi\sigma_{lm}$ by (3). The false moment thus acts as a spurious surface charge $\sigma_{lm}=\delta q_{lm}/R^{l+2}$, whose own moment is $\delta q_{lm}$. With correct moments and no real surface charge, the slope is continuous without having been imposed. In a periodic calculation the false moment recurs in every cell, and its copies add to the surface shift, so (16) is then not the whole of it. For $l>0$ the jump is still $-4\pi\,\delta q_{lm}/R^{l+2}$, because the field of the copies is smooth across the surface.

### A worked example

Consider a neutral, axially symmetric model with round parameters. A sphere with $R=2$ bohr has a nucleus $Z=3$ at its centre. A Gaussian cloud of 2.5 electrons, with density proportional to $e^{-\alpha d^2}$ at distance $d$ from its centre and $\alpha=2$ bohr$^{-2}$, is displaced by 0.3 bohr along $z$. Outside, on the same axis, are a nucleus of charge 1 at 3.2 bohr and a cloud of 1.5 electrons centred at 3 bohr with $\alpha=1$ bohr$^{-2}$. The tail of the outer cloud enters the sphere. Axial symmetry leaves only $m=0$, and that index is dropped.

The charge in the sphere is replaced by a smooth density proportional to $r^l(1-r^2/R^2)^3$ in each channel, scaled to the moment $q_l$. Together with the outside charge it gives the surface values below. The last column is (10) at $r=1$ bohr.

| $l$ | $q_l$ (bohr$^l$) | $V_l(R)$ (hartree) | $V_l(1)$ (hartree) |
|---|---|---|---|
| 0 | −0.12408 | −0.24446 | −1.62863 |
| 1 | 0.41299 | 0.62923 | 1.22650 |
| 2 | 0.23146 | 0.16142 | 0.18894 |
| 3 | 0.19633 | 0.06064 | 0.02941 |
| 4 | 0.22717 | 0.02410 | 0.00509 |

For $l=0$ the nuclear part is $-3\sqrt{4\pi}\,(1-\tfrac12)=-5.31736$ hartree, and the surface value enters undiminished. With the electron integral,

$$V_0(1)=3.93319-5.31736-0.24446=-1.62863\ \text{hartree}.$$

For $l=2$ the surface value is reduced by $(1/2)^2$, and

$$V_2(1)=0.14858+\tfrac14(0.16142)=0.18894\ \text{hartree}.$$

The closed-form potential of the Gaussians and point charges, projected on the same harmonics, agrees with the surface values and with the values inside; the numerical check asserts this to $10^{-9}$ hartree.

The pseudo-potential itself is no substitute inside. At $r=1$ bohr its $l=0$ coefficient is −0.872 hartree, and −0.948 hartree if the power 3 in the smooth density is changed to 5. Both densities give the same surface value, and (10) uses nothing else from them.

The slope formula can be followed for $l=1$:

$$V_1'(R^-)=\frac{0.62923}{2}-\frac{4\pi(0.41299)}{8}=-0.3341\ \text{hartree/bohr}.$$

Finite differences give this slope on both sides of the surface.

Now let the pseudo-moment for $l=2$ be too large by 0.1 bohr$^2$, which is 43% of $q_2$. The surface value rises by $4\pi(0.1)/(5\cdot8)=0.0314$ hartree, or 19% of $V_2(R)$. At $r=1$ bohr the error is one quarter of that, 0.0079 hartree, or 4% of $V_2(1)$. The slope jumps by $-4\pi(0.1)/16=-0.0785$ hartree/bohr, which the finite differences confirm.

Finally, the channels are summed at $r=1$ bohr, $\cos\theta=0.5$. The error is the partial sum minus the closed form.

| highest $l$ | $V$ (hartree) | error (hartree) |
|---|---|---|
| 0 | −0.45943 | $-2.7\times10^{-1}$ |
| 1 | −0.15979 | $2.6\times10^{-2}$ |
| 2 | −0.17469 | $1.1\times10^{-2}$ |
| 4 | −0.18554 | $-1.7\times10^{-4}$ |
| 8 | −0.18537 | $1.1\times10^{-7}$ |

The potential energy at this point is −0.18537 hartree, or −5.044 eV. The error at highest $l=8$ is this small partly because the remainders from the outside nucleus and the outer cloud nearly cancel at this point. Convergence depends on position. The outside nucleus, for instance, contributes terms proportional to $(r/D)^lP_l(\cos\theta)$ with $D=3.2$ bohr. The ratio $r/D$ is 0.31 at this point but 0.63 at the surface, so this contribution needs more channels there for the same accuracy. Formula (10) is exact within each channel; cutting off the sum over $l$ is a separate approximation.

## Numbers as computed

```
sphere radius R = 2.0 bohr; central nucleus Z = 3.0
outside nucleus: charge 1.0 at z = 3.2 bohr
cloud: 2.5 electrons, exponent 2.0 bohr^-2, z = 0.3 bohr
cloud: 1.5 electrons, exponent 1.0 bohr^-2, z = 3.0 bohr
hand case rho_2 = r^2 (a.u.), r = 1 bohr: V_2 = 2.692794 hartree
image check: series 0.27775216, closed form 0.27775216 bohr^-1
l, moment q_l (bohr^l), V_l(R) pseudo, V_l(R) closed form (hartree)
0  -0.124080  -0.244462  -0.244462
1  0.412985  0.629234  0.629234
2  0.231457  0.161424  0.161424
3  0.196328  0.060645  0.060645
4  0.227170  0.024100  0.024100
r = 1 bohr: l, electron, nuclear, surface part, sum, closed form (hartree)
0  3.933190  -5.317362  -0.244462  -1.628633  -1.628633
1  0.911878  0.000000  0.314617  1.226495  1.226495
2  0.148579  0.000000  0.040356  0.188935  0.188935
3  0.021832  0.000000  0.007581  0.029412  0.029412
4  0.003583  0.000000  0.001506  0.005089  0.005089
pseudo V_0(1 bohr), smooth power 3: -0.871503 hartree
pseudo V_0(1 bohr), smooth power 5: -0.948334 hartree
slope at R: l, inside, outside, formula (hartree/bohr)
0  0.38981  0.38981  0.38981
1  -0.33410  -0.33410  -0.33410
2  -0.02036  -0.02036  -0.02036
3  0.01387  0.01387  0.01387
4  0.00360  0.00360  0.00360
false moment, l = 2: dq = 0.10 bohr^2
surface shift 0.031416, error at r = 1 bohr 0.007854 hartree
slope jump -0.07854, formula -0.07854 hartree/bohr
point r = 1.0 bohr, cos(theta) = 0.5: highest l, V, error (hartree)
0  -0.45942893  -2.7e-01
1  -0.15979466  2.6e-02
2  -0.17469179  1.1e-02
4  -0.18554065  -1.7e-04
8  -0.18536666  1.1e-07
16  -0.18536678  9.7e-11
closed form at the point: -0.18536678 hartree
the same in eV: -5.0441 eV
```
